# Wagner's Interdiffusion Coefficient from Profiles with Composition-Dependent Molar Volume: a program that tests the result

```python
"""
Wagner inversion of a binary diffusion profile with variable molar volume.

Result under test, at any plane x* of a profile N(x) at time t:
  D = dN_tot * V / (2 t dN/dx) * [ (1-Y) * int_left(Y/V) + Y * int_right((1-Y)/V) ]
N: mole fraction of B;  V(N): molar volume;  Y = (N - N_left)/dN_tot;
dN_tot = N_right - N_left;  int_left runs from the left end to x*, int_right
from x* to the right end.  D is defined in the local volume-fixed frame by
J_i = -D dC_i/dx, with C_B = N/V and C_A = (1-N)/V.
Internal units: micrometre, hour, mol, cm^3 (for molar volumes).
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import solve_bvp, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.special import erf

N_LEFT, N_RIGHT = 0.1, 0.9
V_PURE_A, V_PURE_B = 8.0, 12.0      # cm^3/mol
MIXING = -4.0                       # cm^3/mol, coefficient of N(1-N)
D_ZERO, D_SLOPE = 0.5, 1.5          # D = D_ZERO exp(D_SLOPE N), um^2/h
TIME = 100.0                        # h
HALF_WIDTH = 14.0                   # similarity range, um/h^0.5


def molar_volume(n, mix):
    return V_PURE_A * (1 - n) + V_PURE_B * n + mix * n * (1 - n)


def partial_volume_a(n, mix):
    slope = V_PURE_B - V_PURE_A + mix * (1 - 2 * n)
    return molar_volume(n, mix) - n * slope


def diffusivity(n):
    return D_ZERO * np.exp(D_SLOPE * n)


def check_frame_algebra():
    """Frame velocity and frame-independent flux for a general cubic V(N)."""
    x, u = sp.symbols("x u")
    v0, v1, v2, v3 = sp.symbols("v0:4")
    n, d = sp.Function("n")(x), sp.Function("d")(x)
    vol = v0 + v1 * n + v2 * n**2 + v3 * n**3
    first = v1 + 2 * v2 * n + 3 * v3 * n**2
    second = 2 * v2 + 6 * v3 * n
    part_a, part_b = vol - n * first, vol + (1 - n) * first
    c_a, c_b = (1 - n) / vol, n / vol
    grad_a, grad_b = sp.diff(c_a, x), sp.diff(c_b, x)
    velocity_gradient = (part_a * sp.diff(d * grad_a, x)
                         + part_b * sp.diff(d * grad_b, x))
    j_a, j_b = -d * grad_a + u * c_a, -d * grad_b + u * c_b
    identities = [
        part_a * grad_a + part_b * grad_b,
        velocity_gradient + d * second / vol * sp.diff(n, x)**2,
        j_b - n * (j_a + j_b) + d / vol * sp.diff(n, x),
    ]
    for expression in identities:
        assert sp.expand(sp.numer(sp.together(expression))) == 0


def solve_couple(mix):
    """Similarity solution in the laboratory frame with the left end at rest.
    State: N, D dC_B/dlam, w, where lam = x/sqrt(t), frame velocity = w/sqrt(t)."""
    def equations(lam, state):
        n, grad_flux, w = state
        vol = molar_volume(n, mix)
        dc = grad_flux / diffusivity(n)
        dn = dc * vol**2 / partial_volume_a(n, mix)
        dw = -diffusivity(n) * (-2 * mix) / vol * dn**2
        return np.vstack([dn, (w - lam / 2) * dc + dw * n / vol, dw])

    def ends(left, right):
        return np.array([left[0] - N_LEFT, right[0] - N_RIGHT, left[2]])

    lam = np.linspace(-HALF_WIDTH, HALF_WIDTH, 401)
    span = N_RIGHT - N_LEFT
    n = N_LEFT + span * 0.5 * (1 + erf(lam / 2))
    dn = span * np.exp(-lam**2 / 4) / (2 * np.sqrt(np.pi))
    flux = (diffusivity(n) * partial_volume_a(n, mix)
            / molar_volume(n, mix)**2 * dn)
    result = solve_bvp(equations, ends, lam, np.vstack([n, flux, 0 * lam]),
                       tol=1e-8, max_nodes=30000)
    assert result.success, result.message
    return result.sol


def invert(x_star, x, profile, volume, time):
    """Normalized-profile inversion; returns Y, gradient, both integrals, D."""
    span = profile[-1] - profile[0]
    y = (profile - profile[0]) / span
    left = CubicSpline(x, y / volume).antiderivative()
    right = CubicSpline(x, (1 - y) / volume).antiderivative()
    curve = CubicSpline(x, profile)
    y_star = (curve(x_star) - profile[0]) / span
    gradient = curve(x_star, 1)
    int_left = left(x_star) - left(x[0])
    int_right = right(x[-1]) - right(x_star)
    bracket = (1 - y_star) * int_left + y_star * int_right
    d = span * CubicSpline(x, volume)(x_star) * bracket / (2 * time * gradient)
    return y_star, gradient, int_left, int_right, d


check_frame_algebra()
root_t = np.sqrt(TIME)
lam = np.linspace(-HALF_WIDTH, HALF_WIDTH, 4001)
x = lam * root_t


def relative_errors(n, mix):
    """Errors of three inversions: Wagner, constant volume, concentration."""
    y = (n - N_LEFT) / (N_RIGHT - N_LEFT)
    inside = (y > 0.02) & (y < 0.98)
    vol, one = molar_volume(n, mix), np.ones_like(n)
    true = diffusivity(n[inside])
    cases = [(n, vol), (n, one), (n / vol, one)]
    return [np.max(np.abs(invert(x[inside], x, p, v, TIME)[4] / true - 1))
            for p, v in cases]


# Main case: partial molar volumes vary with composition.
solution = solve_couple(MIXING)
n, grad_flux, w = solution(lam)
vol = molar_volume(n, MIXING)
c_a, c_b = (1 - n) / vol, n / vol
err_wagner, err_constant, err_conc = relative_errors(n, MIXING)
assert err_wagner < 1e-4
assert err_constant > 0.02 and err_conc > 0.02

# Comparison case: unequal but constant partial molar volumes.
solution_linear = solve_couple(0.0)
n_linear, _, w_linear = solution_linear(lam)
err_w_lin, err_v_lin, err_c_lin = relative_errors(n_linear, 0.0)
assert np.max(np.abs(w_linear)) < 1e-10
assert err_w_lin < 1e-4 and err_c_lin < 1e-4

# Species A was not used as a balance in the solver: check its conservation.
slope_a = CubicSpline(lam, c_a)(lam, 1)
transport_a = diffusivity(n) * slope_a - w * c_a
storage_a = CubicSpline(lam, -lam / 2 * slope_a).antiderivative()(lam)
balance_error = np.max(np.abs(transport_a - transport_a[0] - storage_a))
assert balance_error < 1e-6

# Independent time evolution from a step, in cells of fixed total amount.
cells, half_amount = 800, 16.0
ds = 2 * half_amount / cells
start = np.where(np.arange(cells) < cells // 2, N_LEFT, N_RIGHT)


def cell_rates(_, n_cell):
    face = 0.5 * (n_cell[1:] + n_cell[:-1])
    flux = np.zeros(cells + 1)
    flux[1:-1] = (-diffusivity(face) / molar_volume(face, MIXING)**2
                  * np.diff(n_cell) / ds)
    return -np.diff(flux) / ds


run = solve_ivp(cell_rates, (0, TIME), start, method="LSODA", lband=1, uband=1,
                t_eval=[TIME / 4, TIME], rtol=1e-7, atol=1e-9)
assert run.success
lengths = molar_volume(run.y, MIXING) * ds
growth = lengths.sum(axis=0) - molar_volume(start, MIXING).sum() * ds
x_cell = (-half_amount * molar_volume(N_LEFT, MIXING)
          + np.cumsum(lengths[:, 1]) - lengths[:, 1] / 2)
near = np.abs(x_cell) < 0.9 * x[-1]
profile_gap = np.max(np.abs(run.y[near, 1]
                            - solution(x_cell[near] / root_t)[0]))
end_shift = 2 * w[-1] * root_t
# Cell size and the discrete initial step limit this comparison.
assert profile_gap < 2e-3
assert abs(growth[1] / end_shift - 1) < 0.01
assert abs(growth[1] / growth[0] - 2) < 0.02


def matano_plane(conc):
    total = CubicSpline(x, conc).integrate(x[0], x[-1])
    excess = total + conc[0] * x[0] - conc[-1] * x[-1]
    return -excess / (conc[-1] - conc[0])


planes = [matano_plane(c_a), matano_plane(c_b)]
for plane, conc in zip(planes, (c_a, c_b)):
    predicted = conc[-1] * end_shift / (conc[-1] - conc[0])
    assert abs(plane - predicted) < 1e-3

to_si = constants.micro**2 / constants.hour
flux_to_si = constants.micro / constants.centi**3 / constants.hour
print(f"N left, right: {N_LEFT:.1f}, {N_RIGHT:.1f}")
print(f"Time: {TIME:.0f} h")
print(f"V pure A, pure B: {V_PURE_A:.1f}, {V_PURE_B:.1f} cm^3/mol")
print(f"V mixing coefficient: {MIXING:.1f} cm^3/mol")
print(f"D prefactor: {D_ZERO:.2f} um^2/h; exponent slope: {D_SLOPE:.2f}")
print(f"V at left, right end: {vol[0]:.3f}, {vol[-1]:.3f} cm^3/mol")
curve = CubicSpline(x, n)
for target in (0.3, 0.5, 0.7):
    xs = brentq(lambda z: float(curve(z)) - target, -8 * root_t, 8 * root_t)
    y, slope, left, right, d = invert(xs, x, n, vol, TIME)
    v_here = molar_volume(target, MIXING)
    va_here = partial_volume_a(target, MIXING)
    bracket = (1 - y) * left + y * right
    flux = -va_here / v_here * (N_RIGHT - N_LEFT) * bracket / (2 * TIME)
    direct_flux = -solution(xs / root_t)[1] / root_t
    assert abs(flux / direct_flux - 1) < 1e-4
    d_const = invert(xs, x, n, np.ones_like(n), TIME)[4]
    d_conc = invert(xs, x, c_b, np.ones_like(n), TIME)[4]
    print(f"--- N = {target:.1f}, Y = {y:.4f}, x = {xs:.3f} um")
    print(f"V, V_A: {v_here:.3f}, {va_here:.3f} cm^3/mol")
    print(f"dN/dx: {slope:.6f} 1/um")
    print(f"Left integral of Y/V: {left:.5f} um mol/cm^3")
    print(f"Right integral of (1-Y)/V: {right:.5f} um mol/cm^3")
    print(f"Bracket: {bracket:.5f} um mol/cm^3")
    print(f"D Wagner: {d:.4f} um^2/h = {d * to_si:.3e} m^2/s")
    print(f"D input: {diffusivity(target):.4f} um^2/h")
    print(f"D assuming constant V: {d_const:.4f} um^2/h")
    print(f"D from C_B profile: {d_conc:.4f} um^2/h")
    print(f"Volume-fixed flux of B: {flux * flux_to_si:.3e} mol/(m^2 s)")
print("--- Largest relative errors of D for 0.02 < Y < 0.98")
print(f"Wagner: {err_wagner:.1e}")
print(f"Constant V assumed: {100 * err_constant:.1f} %")
print(f"C_B profile inverted: {100 * err_conc:.1f} %")
print("Same, with mixing coefficient zero:")
print(f"Wagner: {err_w_lin:.1e}; C_B profile: {err_c_lin:.1e}")
print(f"Constant V assumed: {100 * err_v_lin:.1f} %")
print("--- Length change and Matano planes")
print(f"Right-end shift, similarity: {end_shift:.4f} um")
print(f"Right-end shift, time evolution: {growth[1]:.4f} um")
print(f"Shift ratio, t to t/4: {growth[1] / growth[0]:.4f}")
print(f"Matano plane of A: {planes[0]:.4f} um")
print(f"Matano plane of B: {planes[1]:.4f} um")
print(f"Largest N gap, two calculations: {profile_gap:.1e}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
N left, right: 0.1, 0.9
Time: 100 h
V pure A, pure B: 8.0, 12.0 cm^3/mol
V mixing coefficient: -4.0 cm^3/mol
D prefactor: 0.50 um^2/h; exponent slope: 1.50
V at left, right end: 8.040, 11.240 cm^3/mol
--- N = 0.3, Y = 0.2500, x = -8.917 um
V, V_A: 8.360, 7.640 cm^3/mol
dN/dx: 0.020824 1/um
Left integral of Y/V: 0.20466 um mol/cm^3
Right integral of (1-Y)/V: 1.33929 um mol/cm^3
Bracket: 0.48832 um mol/cm^3
D Wagner: 0.7842 um^2/h = 2.178e-16 m^2/s
D input: 0.7842 um^2/h
D assuming constant V: 0.8362 um^2/h
D from C_B profile: 0.6727 um^2/h
Volume-fixed flux of B: -4.958e-07 mol/(m^2 s)
--- N = 0.5, Y = 0.5000, x = 0.108 um
V, V_A: 9.000, 7.000 cm^3/mol
dN/dx: 0.021736 1/um
Left integral of Y/V: 0.59362 um mol/cm^3
Right integral of (1-Y)/V: 0.68459 um mol/cm^3
Bracket: 0.63910 um mol/cm^3
D Wagner: 1.0585 um^2/h = 2.940e-16 m^2/s
D input: 1.0585 um^2/h
D assuming constant V: 1.0847 um^2/h
D from C_B profile: 0.9106 um^2/h
Volume-fixed flux of B: -5.523e-07 mol/(m^2 s)
--- N = 0.7, Y = 0.7500, x = 10.932 um
V, V_A: 9.960, 6.040 cm^3/mol
dN/dx: 0.014665 1/um
Left integral of Y/V: 1.31432 um mol/cm^3
Right integral of (1-Y)/V: 0.26317 um mol/cm^3
Bracket: 0.52595 um mol/cm^3
D Wagner: 1.4288 um^2/h = 3.969e-16 m^2/s
D input: 1.4288 um^2/h
D assuming constant V: 1.3774 um^2/h
D from C_B profile: 1.2901 um^2/h
Volume-fixed flux of B: -3.544e-07 mol/(m^2 s)
--- Largest relative errors of D for 0.02 < Y < 0.98
Wagner: 1.5e-07
Constant V assumed: 7.9 %
C_B profile inverted: 14.6 %
Same, with mixing coefficient zero:
Wagner: 2.5e-07; C_B profile: 2.5e-07
Constant V assumed: 9.1 %
--- Length change and Matano planes
Right-end shift, similarity: -2.3055 um
Right-end shift, time evolution: -2.3055 um
Shift ratio, t to t/4: 2.0002
Matano plane of A: 0.1991 um
Matano plane of B: -2.7295 um
Largest N gap, two calculations: 1.8e-05
ALL CHECKS PASSED
```
